# From Stoney sphere to cylinder: a stressed wafer far beyond bifurcation

## 1. What dimensions and symmetry fix

A free circular wafer of radius $R$ and thickness $h$ carries a much thinner film under equal tensile stress in every in-plane direction. The wafer is uniform and isotropic, with Young's modulus $E$ and Poisson ratio $\nu$. The film applies a bending moment per unit width $M$, with the dimension of force. The wafer resists with the bending stiffness

$$D=\frac{Eh^3}{12(1-\nu^2)},$$

with the dimension of force times length. Hence $M/D$ is a curvature.

If stretching of the mid-plane plays no part in the answer, and the rim does not matter either, every curvature must have the form

$$\kappa=C(\nu)\,\frac{M}{D}.$$

There are two such regimes. At very small load the response is linear. The load is uniform, and load and plate single out no direction. The curvature is then the same at every point and in every direction, which means a sphere; Section 2 confirms this from the energy. At very large load, stretching is so costly that the interior avoids it by taking a shape with no Gaussian curvature, a cylinder. For $\nu\ne0$ the two regimes have different constants $C(\nu)$, and their ratio is the quantity sought. Between them the dimensionless load

$$m=\frac{MR^2}{Dh}$$

decides how much stretching matters.

## 2. The film moment and the linear sphere

Let $z$ be measured upward from the wafer's mid-plane, with the film on top at $z=h/2$. Let $w$ be the upward deflection, and let $\kappa_x=w_{xx}$, $\kappa_y=w_{yy}$, $\kappa_{xy}=w_{xy}$, where subscripts on $w$ denote derivatives. Positive curvature is concave towards the film. The in-plane strain at height $z$ is the mid-plane strain minus $z$ times the curvature.

The film has stress $\sigma$ while the wafer is held flat, and thickness $h_f\ll h$. To leading order in $h_f/h$ its own added stiffness is negligible. Its energy per area then changes by

$$\sigma h_f\left[\varepsilon_x+\varepsilon_y-\frac h2(\kappa_x+\kappa_y)\right],$$

where $\varepsilon_x,\varepsilon_y$ are mid-plane strains. The first two terms produce a uniform contraction, at which the wafer's compressive force balances the film's tension. Measuring strain from this contracted state removes those terms apart from a constant. The last terms are $-M(\kappa_x+\kappa_y)$ with

$$M=\frac{\sigma h_f h}{2}.$$

The plane-stress bending energy follows from $\int_{-h/2}^{h/2}z^2dz=h^3/12$. The total without stretching is

$$U_b=\frac D2\left[\kappa_x^2+\kappa_y^2+2\nu\kappa_x\kappa_y+2(1-\nu)\kappa_{xy}^2\right]-M(\kappa_x+\kappa_y).$$

This is a positive quadratic form plus a linear term, so it has a single minimum, the same at every point of the plate. It is unchanged when $x$ and $y$ are exchanged or when $\kappa_{xy}$ changes sign, so its minimum must have $\kappa_x=\kappa_y=\kappa$ and $\kappa_{xy}=0$. That is a sphere, for which $U_b=D(1+\nu)\kappa^2-2M\kappa$. Setting the derivative to zero gives

$$\kappa_S=\frac{M}{D(1+\nu)}
=\frac{\sigma h_f h}{2}\,\frac{12(1-\nu)(1+\nu)}{Eh^3(1+\nu)}
=\frac{6\sigma h_f(1-\nu)}{Eh^2}.$$

This is the linear Stoney value, with $C=1/(1+\nu)$.

## 3. The cylinder and the origin of the factor

For a cylinder, $\kappa_y=\kappa_{xy}=0$, and $U_b=D\kappa_x^2/2-M\kappa_x$. Its minimum is

$$\boxed{\kappa_{\rm cyl}=\frac MD=(1+\nu)\kappa_S.}$$

The reason is visible in the bending moment $D(\kappa_x+\nu\kappa_y)$ that balances $M$. In the sphere, the second curvature adds $\nu D\kappa$ to the resistance. In the cylinder this contribution is absent, so for positive $\nu$, the usual case, the same film moment produces a larger curvature.

In the $y$ direction the cylinder's bending moment is $\nu D\kappa_x=\nu M$, which falls short of the film moment by $(1-\nu)M$. This uniform mismatch creates no transverse force in the interior, but it violates the moment condition at a free edge. Section 6 shows how a narrow edge layer repairs it.

It remains to show why the plate chooses this shape and when.

## 4. The cost of Gaussian curvature

For moderate slopes the mid-plane strains are

$$\varepsilon_x=u_x+\tfrac12w_x^2,\quad
\varepsilon_y=v_y+\tfrac12w_y^2,\quad
2\varepsilon_{xy}=u_y+v_x+w_xw_y,$$

with in-plane displacements $u,v$. Differentiation eliminates $u$ and $v$:

$$\partial_y^2\varepsilon_x+\partial_x^2\varepsilon_y-2\partial_x\partial_y\varepsilon_{xy}
=w_{xy}^2-w_{xx}w_{yy}=-K.$$

Here $K=\kappa_x\kappa_y-\kappa_{xy}^2$ is the Gaussian curvature. Write the forces per width as $N_x=F_{yy}$, $N_y=F_{xx}$, $N_{xy}=-F_{xy}$, which satisfies in-plane equilibrium. Hooke's law gives $Eh\varepsilon_x=F_{yy}-\nu F_{xx}$, $Eh\varepsilon_y=F_{xx}-\nu F_{yy}$ and $Eh\varepsilon_{xy}=-(1+\nu)F_{xy}$. On substitution the terms in $\nu$ cancel, leaving

$$\nabla^4F=-EhK.$$

Now take the curvatures to be uniform. This is an approximation for the wafer. Since $\nabla^4r^4=64$, the solution with $F=F_r=0$ at the rim, and hence no edge traction, is

$$F=-\frac{EhK}{64}(R^2-r^2)^2.$$

The stretching energy is

$$\frac1{2Eh}\int\left[(\nabla^2F)^2-2(1+\nu)(F_{xx}F_{yy}-F_{xy}^2)\right]dA.$$

The second bracket equals $\partial_x(F_xF_{yy})-\partial_y(F_xF_{xy})$. Its integral is a boundary term and vanishes because $F_x=0$ at the rim. Also $\nabla^2(R^2-r^2)^2=8(2r^2-R^2)$. With $s=r^2/R^2$, which is uniformly distributed over the disc's area, the mean energy per area is

$$U_s=\frac{EhK^2}{128}R^4\int_0^1(2s-1)^2ds=\frac{EhR^4K^2}{384}.$$

## 5. Bifurcation in the uniform-curvature model

Let $T=\kappa_x+\kappa_y$. Expanding $T^2$ shows that the square bracket in $U_b$ is $T^2-2(1-\nu)K$. Therefore

$$U=\frac D2T^2-MT-D(1-\nu)K+\frac{EhR^4}{384}K^2.$$

Real curvatures must obey

$$T^2-4K=(\kappa_x-\kappa_y)^2+4\kappa_{xy}^2\ge0.$$

The energy separates into a function of $T$ and one of $K$. Its free minimum is at

$$T=\frac MD,\qquad
K=\frac{192D(1-\nu)}{EhR^4}=\frac{16h^2}{(1+\nu)R^4}\equiv\kappa_c^2.$$

This point is allowed when $M/D\ge2\kappa_c$. It is then the global minimum of this model, twist included. The direction of rolling remains free, as isotropy requires.

**Below the threshold.** The free minimum is not allowed, so the lowest energy lies on the boundary $T^2=4K$, which means a sphere. Putting $T=2\kappa$, $K=\kappa^2$ into $U$ and differentiating gives

$$D(1+\nu)\kappa+\frac{EhR^4}{192}\kappa^3=M.$$

For small $M$ the cubic term drops out and $\kappa\to\kappa_S$. Since $EhR^4/192=D(1-\nu)/\kappa_c^2$, setting $\kappa=\kappa_c$ gives $M=2D\kappa_c$, so the branches join at the threshold. The linear formula evaluated there gives $\kappa_S=2\kappa_c/(1+\nu)$, which exceeds the actual $\kappa_c$ because stretching has already stiffened the sphere.

**Above the threshold.** The principal curvatures have sum $M/D$ and product $\kappa_c^2$. They are the roots of $\kappa^2-(M/D)\kappa+\kappa_c^2=0$:

$$\kappa_\pm=\frac{M}{2D}\left[1\pm\sqrt{1-\left(\frac{2D\kappa_c}{M}\right)^2}\right].$$

For large $M$, expansion of the root gives $\kappa_+\simeq M/D-D\kappa_c^2/M$ and $\kappa_-\simeq D\kappa_c^2/M$. The larger curvature tends to $(1+\nu)\kappa_S$ and the smaller to zero.

It is useful to compare a plate forced to stay spherical. At large load the cubic term balances $M$, so $\kappa\propto M^{1/3}$, and its energy is $-2M\kappa+M\kappa/2=-\tfrac32M\kappa\propto-M^{4/3}$. The cylinder's energy tends to $-M^2/(2D)$. Rolling therefore gains by an increasing margin.

## 6. The free edge and the rate of approach

On the rolled branch the uniform model cannot satisfy the free-edge moment condition. A long strip shows what replaces it. Let the strip occupy $|y|\le b$, with its ends excluded, and put

$$w=\tfrac12kx^2+f(y).$$

Its Gaussian curvature is $kf''$. With $N_y=N_{xy}=0$, compatibility reads $\varepsilon_x''=-kf''$. For a symmetric strip, $\varepsilon_x=-kf$ after a constant is absorbed into $f$. The energy per length is

$$\int_{-b}^{b}\left[\frac D2(k^2+f''^2+2\nu kf'')-M(k+f'')+\frac{Eh}{2}k^2f^2\right]dy.$$

Varying $f$ and integrating by parts twice gives

$$Df''''+Ehk^2f=0,$$

with $D(f''+\nu k)=M$ and $f'''=0$ at each edge. Define

$$\lambda^4=\frac{Ehk^2}{4D}=\frac{3(1-\nu^2)k^2}{h^2},\qquad g=\frac MD-\nu k.$$

When $\lambda b\gg1$ the edges act separately. At distance $s$ from one edge, with $q=\lambda s$, the decaying solution is

$$f=\frac{g}{2\lambda^2}e^{-q}(\cos q-\sin q).$$

Differentiation gives $df/ds=-(g/\lambda)e^{-q}\cos q$, then $f''=ge^{-q}(\cos q+\sin q)$, and $d^3f/ds^3=-2\lambda g e^{-q}\sin q$. Both edge conditions hold. The extra curvature is confined to a width of order $1/\lambda\propto\sqrt{h/k}$.

The part of the energy containing $f$ is quadratic plus linear. At its minimum it equals half the linear term. Here that term is $-Dg\int_0^\infty f''ds=-Dg^2/\lambda$, so each edge contributes $-Dg^2/(2\lambda)$. Two edges divided by the width $2b$ give the mean energy

$$\bar U(k)=\frac D2k^2-Mk-\frac{Dg^2}{2\lambda b}.$$

With $dg/dk=-\nu$ and $d\lambda/dk=\lambda/(2k)$, the condition $\bar U'=0$ becomes

$$Dk-M+\frac{D}{\lambda b}\left(\nu g+\frac{g^2}{4k}\right)=0.$$

In the small correction put $g\simeq(1-\nu)k$. Then

$$k\simeq\frac MD\left[1-\frac{(1-\nu)(1+3\nu)}{4\lambda b}\right].$$

Because $\lambda\propto\sqrt k$, the relative correction falls as $M^{-1/2}$. The limit $M/D$ survives, but the approach is slower than the $M^{-2}$ of the uniform model.

A direct minimization of the strip energy at $\nu=0.28$ and scaled load $1000$ (with $b$ in place of $R$) gave $k/(M/D)=0.9918$. The coefficient of $-1/(\lambda b)$ inferred from it was $0.334$, against the leading value $0.331$.

On a disc the edge is oblique to the cylinder and the strip result is only a guide. It nevertheless suggests a rim layer whose share of the area vanishes with increasing load.

## 7. A thinned silicon wafer

Take a wafer with $R=50$ mm and $h=50$ µm, and a film with $h_f=1$ µm and $\sigma=300$ MPa. Rough isotropic constants are $E=130$ GPa and $\nu=0.28$. Then

$$M=\tfrac12(300\times10^6)(10^{-6})(50\times10^{-6})=7.5\times10^{-3}\ {\rm N},$$

$$D=\frac{(130\times10^9)(50\times10^{-6})^3}{12(1-0.28^2)}=1.469\times10^{-3}\ {\rm N\,m}.$$

The limiting cylinder has curvature $M/D=5.10\ {\rm m^{-1}}$, or a radius of 196 mm. The linear Stoney sphere has $5.10/1.28=3.99\ {\rm m^{-1}}$. The parabolic edge deflections $\kappa R^2/2$ are 6.4 mm and 5.0 mm.

The scaled load is $m=5.104(0.05)^2/(50\times10^{-6})=255$. The uniform model bifurcates at $m=2\kappa_cR^2/h=8/\sqrt{1.28}=7.07$, so the example's load is 36 times the threshold value. With all else fixed, that threshold corresponds to a film stress of $300/36.1=8.3$ MPa.

A nonlinear disc calculation with nonuniform curvature and free edges puts the loss of stability at $m=7.34$, about 4% higher. It uses moderate-slope plate theory and shapes symmetric about two perpendicular diameters. On the rolled branch it gives the following values, in units of $M/D$:

| $m$ | centre $\kappa_x$ | centre $\kappa_y$ | area mean $\kappa_x$ |
|---:|---:|---:|---:|
| 15 | 0.790 | −0.023 | 0.894 |
| 30 | 0.885 | −0.012 | 0.941 |
| 60 | 0.946 | −0.005 | 0.962 |
| 120 | 0.978 | −0.001 | 0.975 |
| 255 | 0.986 | 0.000 | 0.984 |

These numbers support the limit for a disc; they do not prove it. They also show where the uniform model fails. At $m=15$ that model predicts $\kappa_+=0.94M/D$ and a positive second curvature. The computed centre has a smaller main curvature and a slightly negative second one.

In the example the centre curvature is $5.03\ {\rm m^{-1}}$, which is 1.26 times the Stoney value and 1.4% below the limit. Enlarging the polynomial basis changed the ratio to $M/D$ by 0.0003. The centre $\kappa_y$ at this load is more sensitive to the basis; the tabulated 0.000 means zero to within about 0.001. The uniform model would put the shortfall at only 0.02%. The strip estimate with $b=R$ and $\lambda R=20.6$ gives 1.6%, close to the disc result. The agreement is rough and needs a large load. At $m=60$ the same estimate gives 3.3%, against 5.4% at the centre of the disc. At $m=500$ it gives 1.15%, against 1.35% at the centre and 1.09% for the area mean. Over this range the centre value crosses the estimate rather than following it smoothly. The corresponding edge width is $1/\lambda=2.4$ mm.

## 8. Real wafers and the use of the result

A thickness of 50 µm belongs to thinned wafers, not to wafers of ordinary handling thickness. The threshold depends strongly on this choice. From $M=2D\kappa_c$,

$$(\sigma h_f)_c=\frac{4D\kappa_c}{h}=\frac{4Eh^3}{3(1-\nu^2)\sqrt{1+\nu}\,R^2}.$$

At fixed diameter and elastic constants, a wafer ten times thicker needs a thousand times the film force. For the same 1 µm film that would be about 8 GPa, so at 300 MPa such a wafer would stay on the spherical branch.

The example omits several effects, among them these:

- **Gravity.** A narrow strip held at its centre and loaded by its own weight has a root moment of 19% of $M$. The weight moment does not depend on the film, so at the threshold stress of 8.3 MPa it is about seven times the film moment. The results, and the threshold above all, therefore describe a wafer whose weight is compensated; lying on a support, it can differ appreciably.
- **Film thickness.** For a film with the wafer's elastic constants, the two-layer calculation lowers both the sphere and the cylinder curvature by 5.8% relative to the thin-film values. Their ratio is unchanged in that case.
- **Slope.** The edge slope is about 0.26 rad, and its square is 0.065. Pure cylindrical bending needs no stretching even at finite rotation, so $M/D$ remains the curvature per arc length. The parabolic deflections and the disc corrections do use the moderate-slope approximation.
- **Crystal anisotropy.** Silicon is cubic. This makes the factor depend on the rolling direction, and it shifts the threshold.

For a (001) wafer the plane-stress constants are $Q_{11}=C_{11}-C_{12}^2/C_{11}$ and $Q_{12}=C_{12}-C_{12}^2/C_{11}$. Curvature along a direction at angle $\theta$ to a cube axis has components proportional to $\cos^2\theta$, $\sin^2\theta$ and $\sin\theta\cos\theta$. Its energy therefore contains the stiffness

$$Q(\theta)=Q_{11}(\cos^4\theta+\sin^4\theta)+(2Q_{12}+4C_{44})\sin^2\theta\cos^2\theta.$$

The sphere has stiffness $Q_{11}+Q_{12}$, so $1+\nu$ is replaced by $(Q_{11}+Q_{12})/Q(\theta)$. Along $\langle100\rangle$ this is $1+Q_{12}/Q_{11}=1+C_{12}/(C_{11}+C_{12})$, which is $1+\nu$ with the $\langle100\rangle$ Poisson ratio. With rough constants $C_{11}=170$, $C_{12}=64$ and $C_{44}=80$ GPa, the factor is 1.27 for curvature along $\langle100\rangle$ and 1.07 along $\langle110\rangle$. The last digit depends on the constants: $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$ GPa give 1.28 and 1.06. The example's $E$ and $\nu$ are the $\langle100\rangle$ values of this second set. The rolled energy is proportional to $-M^2/Q(\theta)$, so this model prefers the more compliant $\langle100\rangle$ direction. With the second set of constants and $D=Q_{11}h^3/12$, a free disc loses stability at $m\approx6.9$, about 6% below the isotropic 7.34. A patterned film, or a film stress that differs between in-plane directions, can add a directional bias of its own and may select another axis.

For stress measurement, inverting $\kappa_{\rm cyl}=M/D$ gives

$$\sigma=\frac{Eh^2\kappa_{\rm cyl}}{6(1-\nu^2)h_f}.$$

This applies to an isotropic, weight-compensated wafer with a thin uniform film, far above bifurcation and away from the rim. Using the spherical formula with the same limiting curvature would overestimate the stress by the factor $1+\nu$, or 28% here. Near bifurcation neither limiting formula is adequate. The numerical output lists the remaining values.

## Calculated quantities

```
Young's modulus (rough): 130 GPa
Poisson ratio (rough): 0.28
Wafer radius: 50 mm
Wafer thickness: 50 um
Film thickness: 1 um
Film stress: 300 MPa
Bending stiffness D: 1.4694 mN m
Film moment M per width: 7.5 mN
Stoney sphere curvature: 3.9877 1/m
Limiting cylinder curvature: 5.1042 1/m
Cylinder/Stoney ratio: 1.28
Stoney sphere radius: 250.77 mm
Limiting cylinder radius: 195.92 mm
Stoney edge deflection, parabolic: 4.9846 mm
Cylinder edge deflection, parabolic: 6.3803 mm
Scaled example load m: 255.21
Uniform-model critical m: 7.0711
Nonuniform disc critical m: 7.3441
Uniform-model critical curvature: 0.070711 1/m
Uniform-model critical film stress: 8.312 MPa
Nonuniform disc critical film stress: 8.6329 MPa
Example load / uniform critical load: 36.092
Uniform-model larger curvature: 5.1033 1/m
Uniform-model smaller curvature: 0.00097976 1/m
Disc: m; centre kx/(M/D); centre ky/(M/D); area-mean kx/(M/D)
  15.00; 0.78973; -0.02338; 0.89356
  30.00; 0.88523; -0.01175; 0.94119
  60.00; 0.94574; -0.00529; 0.96150
  120.00; 0.97764; -0.00063; 0.97518
  255.21; 0.98562; 0.00021; 0.98413
Disc centre curvature in example: 5.0308 1/m
Disc centre curvature / Stoney: 1.2616
Change of centre ratio with basis: 0.00028
Edge-layer width 1/lambda: 2.4272 mm
lambda R: 20.6
Strip estimate of k/(M/D): 0.98392
Strip test load m: 1000
Strip numerical k/(M/D): 0.99178
Strip numerical edge coefficient: 0.33375
Strip leading edge coefficient: 0.3312
Finite-film sphere / Stoney: 0.94232
Finite-film cylinder / thin-film cylinder: 0.94232
Gravity moment / film moment: 0.18796
Edge slope estimate: 0.25521 rad
Wafer surface bending stress: 18 MPa
Rough cubic C11: 170 GPa
Rough cubic C12: 64 GPa
Rough cubic C44: 80 GPa
Cubic factor, curvature along <100>: 1.2735
Cubic factor, curvature along <110>: 1.0746
```
